# Spin-spin zero-field tensor of a triplet: direct, exchange and point-dipole terms

## 1. Two fixed spins

Place two electron spins at fixed points a distance $r$ apart on the $z$ axis. Each carries a magnetic moment $\boldsymbol\mu_k=-g\mu_B\mathbf s_k$, where $\mathbf s_k$ is the spin in units of $\hbar$ and $g=2.002319$ is the free-electron value. The energy of two magnetic dipoles separated along the unit vector $\mathbf n$ is

$$H=\frac{\mu_0}{4\pi r^3}\left[\boldsymbol\mu_1\cdot\boldsymbol\mu_2-3(\boldsymbol\mu_1\cdot\mathbf n)(\boldsymbol\mu_2\cdot\mathbf n)\right].$$

The two minus signs in the moments cancel. With energies expressed as frequencies, that is, divided by $h$,

$$H=\frac{C}{r^3}\left(s_{1x}s_{2x}+s_{1y}s_{2y}-2s_{1z}s_{2z}\right),\qquad C=\frac{\mu_0g^2\mu_B^2}{4\pi h}=52.04\ \text{MHz nm}^3 .$$

The first two terms equal $\tfrac12(s_{1+}s_{2-}+s_{1-}s_{2+})$ and exchange opposite spins. They give zero on $|\uparrow\uparrow\rangle$ and $|\downarrow\downarrow\rangle$, where the last term gives $-2\cdot\tfrac14=-\tfrac12$. On $|\uparrow\downarrow\rangle$ the last term gives $+\tfrac12$, and the exchange of spins has matrix element $\tfrac12$ with $|\downarrow\uparrow\rangle$. The combinations $(|\uparrow\downarrow\rangle\pm|\downarrow\uparrow\rangle)/\sqrt2$ therefore have the factors $\tfrac12\pm\tfrac12$. In summary,

$$E(T_{\pm1})=-\frac{C}{2r^3},\qquad E(T_0)=+\frac{C}{r^3},\qquad E(\text{singlet})=0 .$$

The triplet is split without an applied field. The states with both spins along the axis lie lower, because dipoles placed head to tail attract. The usual parameter $D$ is the energy of $T_{\pm1}$ minus that of $T_0$:

$$D=-\frac{3C}{2r^3}=-\frac{78.06\ \text{MHz nm}^3}{r^3}.$$

The number 52.04 is thus the coupling constant, and $D$ is larger in magnitude by $3/2$. Section 4 shows that $52.04\ \text{MHz nm}^3/r^3$ is the magnitude of the largest principal value of the tensor.

## 2. The operator for moving electrons

Electrons in orbitals have no fixed separation, and they can meet. The field of a point dipole is therefore needed at the origin too. From $\mathbf A=(\mu_0/4\pi)\nabla\times(\boldsymbol\mu_1/r)$ and $\nabla\times\nabla\times=\nabla\nabla\cdot-\nabla^2$,

$$B_i=\frac{\mu_0}{4\pi}\sum_j\left[\partial_i\partial_j\frac1r-\delta_{ij}\nabla^2\frac1r\right]\mu_{1j}.$$

Define, with $\mathbf r=\mathbf r_1-\mathbf r_2$,

$$T_{ij}=\frac{r^2\delta_{ij}-3r_ir_j}{r^5}.$$

Away from the origin $\partial_i\partial_j(1/r)=-T_{ij}$. At the origin the trace must be $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, and spherical symmetry shares it equally among the three axes:

$$\partial_i\partial_j\frac1r=-T_{ij}-\frac{4\pi}{3}\delta_{ij}\delta(\mathbf r). \tag{1}$$

Here integrals over $T_{ij}$ are done over angles first. The energy $-\boldsymbol\mu_2\cdot\mathbf B$ becomes

$$\frac{\mu_0}{4\pi}\left[\sum_{ij}\mu_{1i}T_{ij}\mu_{2j}-\frac{8\pi}{3}\boldsymbol\mu_1\cdot\boldsymbol\mu_2\,\delta(\mathbf r)\right].$$

A triplet has a symmetric spin function, so its spatial function is antisymmetric and vanishes at $\mathbf r=0$. The contact term then has no expectation value, and what remains is

$$H=C\sum_{ij}T_{ij}\,s_{1i}s_{2j}. \tag{2}$$

## 3. From two spins to the total spin

Let $\hat{\mathbf S}=\mathbf s_1+\mathbf s_2$. For one spin one-half, $s_is_j+s_js_i=\tfrac12\delta_{ij}$. Operators of different electrons commute. Hence

$$\hat S_i\hat S_j+\hat S_j\hat S_i=\delta_{ij}+2\left(s_{1i}s_{2j}+s_{1j}s_{2i}\right),$$

where $\delta_{ij}$ collects one half from each electron. Since $T$ is symmetric,

$$\sum_{ij}T_{ij}s_{1i}s_{2j}=\frac12\sum_{ij}T_{ij}(s_{1i}s_{2j}+s_{1j}s_{2i})
=\frac14\sum_{ij}T_{ij}(\hat S_i\hat S_j+\hat S_j\hat S_i)-\frac14\sum_iT_{ii}.$$

The trace of $T$ is zero, and the two orderings contribute equally to the sum. To first order, averaging over a fixed spatial function gives

$$H=\sum_{ij}D_{ij}\hat S_i\hat S_j,\qquad D_{ij}=\frac C2\langle T_{ij}\rangle. \tag{3}$$

The factor $\tfrac12$ comes from replacing two individual spins by their sum.

## 4. Levels and the parameters D and E

Choose axes in which $D_{ij}$ is diagonal. For spin one there are three states $|T_i\rangle$ with $\hat S_i|T_i\rangle=0$ and $\hat S_i^2|T_j\rangle=|T_j\rangle$ for $j\ne i$. The energy of $|T_x\rangle$ is therefore $D_{yy}+D_{zz}=-D_{xx}$, by the zero trace. The levels are $-D_{xx}$, $-D_{yy}$ and $-D_{zz}$.

Two numbers suffice for a traceless diagonal tensor:

$$D=\tfrac32D_{zz},\qquad E=\tfrac12(D_{xx}-D_{yy}).$$

Thus $D_{xx}=-D/3+E$ and $D_{yy}=-D/3-E$. Inserting these and $\hat S_x^2+\hat S_y^2=2-\hat S_z^2$ gives

$$H=D\left(\hat S_z^2-\tfrac23\right)+E\left(\hat S_x^2-\hat S_y^2\right).$$

For point dipoles on the $z$ axis, $T_{zz}=-2/r^3$ and $T_{xx}=T_{yy}=1/r^3$. Equation (3) yields $D_{zz}=-C/r^3$ and $D=-3C/(2r^3)$, in agreement with Section 1.

## 5. Direct and exchange terms

Let the electrons occupy real, normalized orbitals $a$ and $b$ with overlap $S=\int ab\,d^3r$. The triplet spatial function is

$$\Psi=\frac{a(1)b(2)-b(1)a(2)}{\sqrt{2(1-S^2)}}.$$

The square of the numerator integrates to $1+1-2S^2$, which fixes the denominator. Now expand the square:

$$\Psi^2=\frac{a(1)^2b(2)^2+b(1)^2a(2)^2-2a(1)b(1)a(2)b(2)}{2(1-S^2)}.$$

Exchanging the electrons changes $\mathbf r$ to $-\mathbf r$ and leaves $T$ unchanged, so the first two terms contribute equally. With

$$J_{ij}=\iint a(1)^2b(2)^2\,T_{ij},\qquad K_{ij}=\iint a(1)b(1)a(2)b(2)\,T_{ij},$$

the result is

$$\boxed{D_{ij}=\frac C2\,\frac{J_{ij}-K_{ij}}{1-S^2}} \tag{4}$$

$J$ is the dipolar interaction of two spin clouds with densities $a^2$ and $b^2$. $K$ is the interaction of the product density $ab$ with itself. Its minus sign comes from the antisymmetry of $\Psi$. It belongs to the magnetic interaction and is distinct from the Coulomb exchange energy that separates singlet and triplet.

Zero overlap does not by itself remove $K$: the product $ab$ may integrate to zero while being nonzero in space. If $ab$ vanishes everywhere, both $S$ and $K$ vanish. If the clouds are also small compared with their distance $R$, then $J_{ij}\to T_{ij}(\mathbf R)$, which is the point-dipole limit.

At short distance $T\sim r^{-3}$ and the volume element is $r^2dr$. For smooth orbitals $\Psi^2$ vanishes as $r^2$, so the radial integrand behaves as $r$ and the total converges. If $ab$ is nonzero somewhere, $J$ and $K$ taken singly have a nonzero pair density at $r=0$, and they need the angles-first rule. Their pair densities coincide there, both being $a^2b^2$, so the dependence on the rule cancels in $J-K$.

## 6. A model with two p orbitals

Take two parallel $p_x$ Gaussians centred at $z=\pm d/2$:

$$a,b=N\,x\,e^{-\zeta[x^2+y^2+(z\mp d/2)^2]},\qquad N^2=4\zeta\left(\frac{2\zeta}{\pi}\right)^{3/2}.$$

In the product $ab$ the exponents add to $-2\zeta r^2-\zeta d^2/2$, hence $S=e^{-\zeta d^2/2}$.

Use $\mathbf r_{1,2}=\mathbf Q\pm\mathbf r/2$. Since $r_1^2+r_2^2=2Q^2+r^2/2$, the exponent of $a(1)b(2)$ is

$$-\zeta\left[2Q^2+\tfrac12r^2-dz+\tfrac12d^2\right]=-2\zeta Q^2-\tfrac{\zeta}{2}|\mathbf r-d\hat{\mathbf z}|^2 .$$

The prefactor is $x_1x_2=Q_x^2-x^2/4$. After squaring, $Q_x$ has the weight $e^{-4\zeta Q_x^2}$, for which $\langle Q_x^2\rangle=1/(8\zeta)$ and $\langle Q_x^4\rangle=3/(64\zeta^2)$. Thus

$$\left\langle\left(Q_x^2-\tfrac{x^2}{4}\right)^2\right\rangle=\frac{3}{64\zeta^2}-\frac{x^2}{16\zeta}+\frac{x^4}{16}.$$

Normalized to one, the density of the relative coordinate is $q(\mathbf r-d\hat{\mathbf z})$ with

$$q(\mathbf r)=\left(\frac\zeta\pi\right)^{3/2}e^{-\zeta r^2}\left(\tfrac34-\zeta x^2+\zeta^2x^4\right). \tag{5}$$

For $K$, the exponent of $a(1)b(2)\,b(1)a(2)$ is $-4\zeta Q^2-\zeta r^2-\zeta d^2$. The same polynomial appears, so the relative density is $S^2q(\mathbf r)$, centred at the origin.

### The exchange integral

Let $c=x/r$. Then $T_{xx}=(1-3c^2)/r^3$, and the angular averages $\langle c^2\rangle=\tfrac13$, $\langle c^4\rangle=\tfrac15$, $\langle c^6\rangle=\tfrac17$ give

$$\langle1-3c^2\rangle=0,\quad\langle c^2(1-3c^2)\rangle=-\tfrac4{15},\quad\langle c^4(1-3c^2)\rangle=-\tfrac8{35}.$$

The constant in (5) drops out. With $\int_0^\infty re^{-\zeta r^2}dr=1/(2\zeta)$ and $\int_0^\infty r^3e^{-\zeta r^2}dr=1/(2\zeta^2)$,

$$K_{xx}=4\pi S^2\left(\frac\zeta\pi\right)^{3/2}\left[\frac{2}{15}-\frac4{35}\right]=S^2\,\frac{8\,\zeta^{3/2}}{105\sqrt\pi}. \tag{6}$$

Rotation symmetry of $q$ about $x$ and the zero trace give $K_{yy}=K_{zz}=-K_{xx}/2$.

For two equal $s$ Gaussians the relative density in $K$ is spherical, and $K=0$ even though the orbitals overlap. The factor $1/(1-S^2)$ remains.

### The direct integral

Let $V(\mathbf R)=\int q(\mathbf r-\mathbf R)\,r^{-1}d^3r$. Equation (1) and two integrations by parts give

$$J_{ij}=-\partial_i\partial_jV-\frac{4\pi}3\delta_{ij}\,q(\mathbf R),\qquad\mathbf R=d\hat{\mathbf z}. \tag{7}$$

For $G=(\zeta/\pi)^{3/2}e^{-\zeta r^2}$ one has $\partial_x^2G=(4\zeta^2x^2-2\zeta)G$ and $\partial_x^4G=(16\zeta^4x^4-48\zeta^3x^2+12\zeta^2)G$. Adding the pieces reproduces (5):

$$q=\left[1+\frac{\partial_x^2}{2\zeta}+\frac{\partial_x^4}{16\zeta^2}\right]G .$$

The potential of $G$ is $\mathrm{erf}(\sqrt\zeta R)/R=(2/\sqrt\pi)\int_0^{\sqrt\zeta}e^{-u^2R^2}du$. On the $z$ axis the second, fourth and sixth $x$ derivatives of $e^{-u^2R^2}$ multiply it by $-2u^2$, $12u^4$ and $-120u^6$. Therefore

$$\partial_i^2V=\frac2{\sqrt\pi}\int_0^{\sqrt\zeta}k_i(u)e^{-u^2d^2}du,$$

with $P=1-u^2/\zeta+3u^4/(4\zeta^2)$ and

$$k_z=(4u^4d^2-2u^2)P,\quad k_y=-2u^2P,\quad k_x=-2u^2+\frac{6u^4}\zeta-\frac{15u^6}{2\zeta^2}.$$

The last term of (7) is $-\zeta^{3/2}e^{-\zeta d^2}/\sqrt\pi$ for each diagonal component.

## 7. Two limits of the model

**Large distance.** When $\zeta d^2\gg1$, the error function can be replaced by one and $q(\mathbf R)$ dropped, with exponentially small errors. On the axis $\partial_x^2(1/R)=-1/z^3$ and $\partial_x^4(1/R)=9/z^5$, so

$$V(z)=\frac1z-\frac1{2\zeta z^3}+\frac9{16\zeta^2z^5}.$$

Two derivatives with respect to $z$ and the minus sign in (7) give

$$J_{zz}=-\frac2{d^3}\left[1-\frac3{\zeta d^2}+\frac{135}{16\zeta^2d^4}\right]. \tag{8}$$

The point-dipole value is approached as a power of $1/d$, long after the overlap has become negligible. The correction comes from the nonspherical shape of the $p$ densities. Its sign depends on their orientation. For $p$ orbitals pointing along the axis the $x$ derivatives in $q$ become $z$ derivatives, with $\partial_z^2(1/R)=2/z^3$ and $\partial_z^4(1/R)=24/z^5$, and the bracket becomes $1+6/(\zeta d^2)+45/(2\zeta^2d^4)$, so that $|D|$ exceeds the point-dipole value. For spherical Gaussians the derivative terms in $q$ are absent, and the corrections are exponentially small.

**Small distance.** Symmetrized in $\mathbf r\to-\mathbf r$, the triplet relative density is

$$q(\mathbf r)\,\frac{e^{-\zeta d^2}[\cosh(2\zeta dz)-1]}{1-e^{-\zeta d^2}}\;\longrightarrow\;2\zeta z^2q(\mathbf r)\qquad(d\to0),$$

because the numerator tends to $2\zeta^2d^2z^2$ and the denominator to $\zeta d^2$. Average $T_{zz}=(1-3n_z^2)/r^3$ over this density, with $\mathbf n=\mathbf r/r$. The angular averages are

$$\langle n_z^2(1-3n_z^2)\rangle=-\tfrac4{15},\quad\langle n_x^2n_z^2(1-3n_z^2)\rangle=-\tfrac2{105},\quad\langle n_x^4n_z^2(1-3n_z^2)\rangle=0 .$$

The radial integrals are those used for (6), so

$$\langle T_{zz}\rangle=8\pi\zeta\left(\frac\zeta\pi\right)^{3/2}\left[-\frac34\cdot\frac4{15}\cdot\frac1{2\zeta}+\zeta\cdot\frac2{105}\cdot\frac1{2\zeta^2}\right]=-\frac{76}{105}\frac{\zeta^{3/2}}{\sqrt\pi}.$$

With $D=\tfrac34C\langle T_{zz}\rangle$ this gives $D\to-\tfrac{19}{35}C\zeta^{3/2}/\sqrt\pi$. The splitting stays finite where the point-dipole formula diverges: the electrons are spread over a length of order $\zeta^{-1/2}$, which replaces $d$ as the scale, so that $D$ is of order $C\zeta^{3/2}$.

## 8. Numbers

Take the round parameters $\zeta=50\ \text{nm}^{-2}$ and $d=0.20$ nm. The rms radius of each orbital is 0.158 nm, comparable to the distance. Since $\zeta d^2=2$, $S=e^{-1}=0.3679$ and $1-S^2=0.8647$. In nm$^{-3}$:

| | $xx$ | $yy$ | $zz$ |
|---|---|---|---|
| $J$ | 35.37 | 42.43 | −77.81 |
| $K$ | 2.06 | −1.03 | −1.03 |
| $(J-K)/(1-S^2)$ | 38.53 | 50.27 | −88.80 |

Multiplication by $C/2$ gives $D_{zz}=\tfrac12(52.04)(-88.80)\approx-2311$ MHz, and likewise $D_{xx}=1003$ and $D_{yy}=1308$ MHz. Hence

$$D=\tfrac32D_{zz}=-3466\ \text{MHz}=-0.1156\ \text{cm}^{-1},\qquad E=\tfrac12(1003-1308)\approx-153\ \text{MHz}.$$

The triplet levels lie at $-1308$, $-1003$ and $+2311$ MHz relative to their mean, which is zero because the tensor is traceless. The zero listed with them in the output is the eigenvalue of the same traceless operator on the singlet spin function, not the position of the singlet state: that state has a symmetric spatial function, so it is shifted by the contact term of Section 2 as well as by the Coulomb splitting, and neither is included. A six-dimensional quadrature of $\Psi^2T_{ij}$, which does not use the separation into $J$ and $K$, gives the same tensor to the printed digits.

Point dipoles at the same distance would have $D=-9758$ MHz, so the model value is 0.355 of that. The contributions can be followed in order. $J$ alone gives $-3037$ MHz; dividing by $1-S^2$ changes this to $-3512$ MHz; subtracting $K$ adds $+46$ MHz. The large reduction is thus already present in the direct term, through the spread of the two clouds. The exchange integral changes $D$ by about 1 percent, and the normalization matters more.

The dependence on distance is as follows.

| $d$ (nm) | $S^2$ | $D$ (MHz) | $E$ (MHz) | $D/D_{\text{point}}$ |
|---|---|---|---|---|
| 0.15 | 0.325 | −4334 | −175 | 0.187 |
| 0.20 | 0.135 | −3466 | −153 | 0.355 |
| 0.30 | 0.011 | −1834 | −90 | 0.634 |
| 0.50 | $4\times10^{-6}$ | −508 | −17 | 0.814 |
| 1.00 | $2\times10^{-22}$ | −73.6 | −0.72 | 0.943 |
| 2.00 | $1\times10^{-87}$ | −9.61 | −0.02 | 0.985 |

At 0.50 nm the overlap is negligible, yet $D$ is 19 percent smaller in magnitude than the point-dipole value. Equation (8) accounts for this: $\zeta d^2=12.5$ gives $1-0.240+0.054=0.814$. At 1 nm it gives 0.943. A departure from $1/r^3$ is therefore no proof of overlap.

## 9. The split depends on the orbitals

The same triplet can be written with the orthonormal orbitals

$$g=\frac{a+b}{\sqrt{2+2S}},\qquad u=\frac{a-b}{\sqrt{2-2S}}.$$

A linear change of two orbitals multiplies the antisymmetric function $a(1)b(2)-b(1)a(2)$ by a constant, which normalization removes up to a sign. $D_{ij}$ cannot change, but $J$ and $K$ can.

Write $(f|h)=\iint f(1)h(2)T_{ij}$. Then $(a^2|b^2)=J$ and $(ab|ab)=K$. Both electrons on one centre have relative density $q(\mathbf r)$, so $(a^2|a^2)=(b^2|b^2)=t$ with $t=K/S^2$. In $(g^2|u^2)$ the terms linear in $ab$ cancel, leaving

$$J_{gu}=\frac{2t+2J-4K}{4(1-S^2)}=\frac{t+J-2K}{2(1-S^2)}.$$

Since $gu=(a^2-b^2)/(2\sqrt{1-S^2})$,

$$K_{gu}=\frac{2t-2J}{4(1-S^2)}=\frac{t-J}{2(1-S^2)}.$$

The difference $J_{gu}-K_{gu}=(J-K)/(1-S^2)$ is the earlier result. In the example the $zz$ components are $J_{gu}=-48.20$ and $K_{gu}=+40.60\ \text{nm}^{-3}$, with difference $-88.80$. The exchange term now supplies 46 percent of $D$, although $g$ and $u$ are orthogonal. A statement that exchange is small or large has meaning only together with the choice of orbitals.

## 10. Range of validity

Equation (4) is first order in the dipolar coupling, for two electrons in one spatial configuration with fixed nuclei. A correlated two-electron triplet still obeys (3), with $\langle T_{ij}\rangle$ taken over its full pair density, but (4) no longer applies. Spin-orbit coupling can add its own contribution to a measured zero-field tensor, and that contribution is absent here. Converting a measured $D$ into a distance through $-78.06\ \text{MHz nm}^3/r^3$ is therefore justified when the spin-orbit part is negligible, the spin clouds are small compared with their separation, and the pair is a true triplet. The last condition can fail for distant spins. If their resonance frequencies in a field differ, through hyperfine coupling or unequal $g$ values, by more than the dipolar and exchange couplings, the terms that exchange opposite spins no longer act in first order. With the field along the axis each line is then split by $2C/r^3$ instead of $2|D|=3C/r^3$, and reading this splitting as $2|D|$ overestimates the distance by the factor $(3/2)^{1/3}=1.14$. The numerical output below gives the values with further digits.

## Values computed for the example and the checks

```
g factor = 2.002319
dipolar constant C = 52.0410 MHz nm^3
point-dipole D times r^3 = -78.0615 MHz nm^3
point-dipole levels at 1 nm (MHz), singlet at 0: -26.021 -26.021 0.000 52.041
zeta = 50.0 nm^-2, distance d = 0.20 nm
rms radius of one orbital = 0.1581 nm
overlap S = 0.367879, S^2 = 0.135335, 1-S^2 = 0.864665
direct J xx, yy, zz = 35.3722, 42.4347, -77.8070 nm^-3
exchange K xx, yy, zz = 2.0568, -1.0284, -1.0284 nm^-3
J-K xx, yy, zz = 33.3154, 43.4631, -76.7786 nm^-3
(J-K)/(1-S^2) xx, yy, zz = 38.5299, 50.2659, -88.7958 nm^-3
one-centre t xx, yy, zz = 15.1978, -7.5989, -7.5989 nm^-3
D tensor, formula xx, yy, zz = 1002.5675, 1307.9441, -2310.5117 MHz
D tensor, 6D quadrature xx, yy, zz = 1002.5675, 1307.9441, -2310.5117 MHz
D = -3465.77 MHz = -0.11561 cm^-1
E = -152.69 MHz = -0.00509 cm^-1
levels from two-spin operator (MHz), singlet at 0: -1307.94 -1002.57 0.00 2310.51
point-dipole D at same d = -9757.69 MHz
D / point-dipole D = 0.3552
D from J alone, no normalization factor = -3036.87 MHz
D from J/(1-S^2), K left out = -3512.19 MHz
part of D from K = 46.42 MHz
J with g,u orbitals xx, yy, zz = 26.8639, 21.3335, -48.1973 nm^-3
K with g,u orbitals xx, yy, zz = -11.6660, -28.9324, 40.5984 nm^-3
s Gaussians, same zeta and d: J_zz = -112.6460 nm^-3, |K| max below 1e-05
far factor of J_zz at 1.0 nm = 0.943375
table: d (nm), S^2, D (MHz), E (MHz), D/point-dipole D
0.15  3.247e-01  -4333.678  -175.243  0.1874
0.20  1.353e-01  -3465.768  -152.688  0.3552
0.30  1.111e-02  -1833.640  -90.440  0.6342
0.50  3.727e-06  -508.265  -17.489  0.8139
1.00  1.929e-22  -73.641  -0.722  0.9434
2.00  1.384e-87  -9.613  -0.024  0.9852
```
